# How a transducer thickness error doubles in thermoreflectance conductivity

## The scaling argument

A metal film on a substrate is heated by a modulated train of pump pulses, and its surface temperature is read through the reflectance by a delayed probe pulse. Suppose that the film's heat capacity per area, the substrate's ability to take up heat and the conductance of the contact between them are all multiplied by the same number $s$. Every path that stores or carries away heat is then $s$ times stronger. For the same absorbed energy, the film temperature is divided by $s$ at every instant. A ratio of two components of that temperature does not change.

Let the film have thickness $d$, volumetric heat capacity $C_f$ and areal heat capacity $c=C_fd$. Let the substrate have conductivity $k$, volumetric heat capacity $C_s$ and effusivity $e=\sqrt{kC_s}$, and let the contact conductance be $G$. The measured quantity is $R=-V_{\rm in}/V_{\rm out}$, the ratio of the lock-in components in phase and out of phase with the modulation. For one-dimensional heat flow and a film of uniform temperature, the argument says

$$R(sc,se,sG)=R(c,e,G).$$

The ratio can therefore depend on the material parameters only through $e/c$ and $G/c$.

The simplest such dependence is $R\propto e/c$. With $C_f$ and $C_s$ known, this means $R\propto\sqrt{k}/d$, so $k\propto(Rd)^2$. At a fixed measured $R$,

$$\frac{\delta k}{k}\approx 2\,\frac{\delta d}{d}=2\times3\%=6\%.$$

The thickness enters linearly while the conductivity enters through a square root, and inverting the square root doubles the error. An overestimated thickness gives an overestimated conductivity.

The estimate leaves two questions. The proportionality $R\propto e/c$ must be derived and its range found. It must also be seen whether the factor 2 survives where the proportionality fails.

## Response of the film and substrate

Time dependence is written as $\exp(i\omega t)$. The heat equation contains no fundamental constant, so the algebra below reads the same in atomic units and in SI units.

Let $T$ be the film temperature rise, $P$ the absorbed power per area and $J$ the heat flux into the substrate. Energy balance of the film gives

$$i\omega c\,T=P-J.$$

In the substrate, $i\omega C_sT_s=k\,T_s''$. The solution that decays with depth is $T_s(z)=T_s(0)e^{-qz}$ with $q=\sqrt{i\omega C_s/k}$, where the root has positive real part. The flux at the surface is

$$J=-kT_s'(0)=kq\,T_s(0)=e\sqrt{i\omega}\,T_s(0),$$

because $k\sqrt{C_s/k}=\sqrt{kC_s}$. The contact obeys $J=G[T-T_s(0)]$, so $T=J/G+J/(e\sqrt{i\omega})$. Define $Y=J/T$. Then

$$\frac1Y=\frac1G+\frac1{e\sqrt{i\omega}},\qquad Z(\omega)=\frac TP=\frac{1}{i\omega c+Y}.$$

Multiplying $e$ and $G$ by $s$ multiplies $Y$ by $s$. If $c$ is multiplied by $s$ as well, $Z$ becomes $Z/s$ at every frequency. This is the opening argument in formula.

## From the response to the lock-in signal

Let $g(t)$ be the film temperature at time $t$ after a pulse of unit energy per area. Pulses are separated by $\tau$ and modulated at angular frequency $\omega_0$. The pump delay line is placed after the modulator: pulse $m$ carries the phase $\exp(i\omega_0m\tau)$ and arrives at $m\tau-t$, while probe pulse $j$ arrives at $j\tau$. The temperature seen by the probe is proportional to

$$\sum_{m\le j}g\big((j-m)\tau+t\big)e^{i\omega_0m\tau}
=e^{i\omega_0j\tau}S(t),\qquad
S(t)=\sum_{p=0}^{\infty}g(t+p\tau)e^{-i\omega_0p\tau},$$

with $p=j-m$. The lock-in amplifier removes the factor $e^{i\omega_0j\tau}$, so $V_{\rm in}+iV_{\rm out}\propto S$. Pulse energy, reflectance coefficient and detector gain are common factors and cancel in $R$.

For computation, insert $g(t)=\int Z(\omega)e^{i\omega t}d\omega/2\pi$. For $0<t<\tau$ the sum may be extended to negative $p$, since $g$ vanishes before its pulse. The sum over phases is then a comb of delta functions,

$$\sum_{p=-\infty}^{\infty}e^{i(\omega-\omega_0)p\tau}
=\frac{2\pi}{\tau}\sum_n\delta(\omega-\omega_n),\qquad \omega_n=\omega_0+\frac{2\pi n}{\tau},$$

and therefore

$$S(t)=\frac1\tau\sum_nZ(\omega_n)e^{i\omega_nt}.$$

If $Z\to Z/s$, then $S\to S/s$ and $R$ is unchanged. The invariance thus includes the heat left by all earlier pulses.

## When the ratio is proportional to $e/c$

Take perfect contact, $G\to\infty$, and let $a=e/c$. With $\sigma=i\omega$,

$$cZ=\frac1{\sigma+a\sqrt\sigma}=\frac1{\sqrt\sigma(\sqrt\sigma+a)}.$$

This is the Laplace transform of $f(t)=e^{a^2t}\,{\rm erfc}(a\sqrt t)$. To verify it, differentiate: $f'=a^2f-a/\sqrt{\pi t}$, with $f(0)=1$. Since $1/\sqrt{\pi t}$ has the transform $1/\sqrt\sigma$, the transform $F$ obeys $\sigma F-1=a^2F-a/\sqrt\sigma$. Hence

$$F=\frac{1-a/\sqrt\sigma}{\sigma-a^2}=\frac{\sqrt\sigma-a}{\sqrt\sigma(\sqrt\sigma-a)(\sqrt\sigma+a)}=\frac1{\sqrt\sigma(\sqrt\sigma+a)}.$$

So $g=f/c$. Soon after a pulse, $a^2t\ll1$, the film still holds the heat and $g\approx1/c$. Long after it, $a^2t\gg1$, the substrate has taken the heat and $g\approx1/(e\sqrt{\pi t})$.

The latest pulse, $p=0$, thus contributes the real number $1/c$. If the film has cooled before the next pulse, the earlier pulses contribute through the slow tail. For $\omega_0\tau\ll1$ many pulses fall in one modulation period, and their sum may be replaced by an integral:

$$\frac1\tau\int_0^\infty\frac{e^{-i\omega_0u}}{e\sqrt{\pi u}}\,du
=\frac{1}{\tau e\sqrt{i\omega_0}}
=\frac{1-i}{\tau e\sqrt{2\omega_0}}.$$

The replacement is least accurate for the first few pulses, whose phase factor is nearly 1. Its leading error is therefore real and of order $1/(e\sqrt\tau)$. The components are

$$V_{\rm in}\propto\frac1c+\frac1{\tau e\sqrt{2\omega_0}}+O\!\left(\frac1{e\sqrt\tau}\right),\qquad
-V_{\rm out}\propto\frac1{\tau e\sqrt{2\omega_0}}.$$

Here the latest pulse is counted as $1/c$, its value for $a\sqrt t\to0$. At a small finite delay the film has already lost a fraction of about $2a\sqrt{t/\pi}$ of that heat. When the term $1/c$ dominates and this loss is small, the ratio is $R\approx R_0$, where

$$R_0=\tau\sqrt{2\omega_0}\,\frac ec .$$

The law $R\approx R_0$ requires $a^2t\ll1$, $\omega_0\tau\ll1$ and $R_0\gg1$. Since $R_0=a\sqrt\tau\sqrt{2\omega_0\tau}$, these conditions also ensure $a^2\tau\gg1$, which was used for the tail.

The law was tested by direct summation over pulses, in units where $\tau=1$, at $t=10^{-9}$. For $(a^2,\omega_0)=(10^5,0.01)$, $(4\times10^5,0.01)$ and $(10^5,0.04)$, the quotient $R/R_0$ is 1.009, 0.988 and 0.999.

## The factor 2 without the limiting law

Let the analysis use a thickness $\lambda d$ when the true value is $d$. The model then contains $\lambda c$. By the invariance, it reproduces the data at every delay if

$$e_{\rm fit}=\lambda e,\qquad G_{\rm fit}=\lambda G.$$

With $C_s$ held at its known value,

$$k_{\rm fit}=\frac{e_{\rm fit}^2}{C_s}=\lambda^2k.$$

For $\lambda=1.03$ the error is $1.03^2-1=+6.09\%$; for $\lambda=0.97$ it is $-5.91\%$. The conditions are one-dimensional flow, a uniform film temperature, known $C_f$ and $C_s$, and a contact conductance fitted together with $k$. None of the three inequalities of the limiting law is needed.

The wrong model reproduces the data as well as the right one does. Within this model, a good fit is no evidence for the thickness, which must come from a separate measurement.

The same formula covers two other inputs. An error in $C_f$ acts like an error in $d$, because only $C_fd$ enters. An error in $C_s$ leaves $e_{\rm fit}$ alone and changes $k_{\rm fit}=e_{\rm fit}^2/C_s$ inversely, so 3 percent there gives about 3 percent in $k$.

## If the contact conductance is held fixed

Define the logarithmic sensitivities $S_x=\partial\ln R/\partial\ln x$. Differentiating $R(sc,se,sG)=R(c,e,G)$ with respect to $s$ at $s=1$ gives $S_c+S_e+S_G=0$. Since $c\propto d$ and $e\propto\sqrt k$, we have $S_c=S_d$ and $S_e=2S_k$, so

$$S_d+2S_k+S_G=0.$$

Now let $k$ be found from a single delay with $G$ held at its true value. To first order, the fit requires $S_d\,\delta d/d+S_k\,\delta k/k=0$. Eliminating $S_d$,

$$\frac{\delta k}{k}=\left(2+\frac{S_G}{S_k}\right)\frac{\delta d}{d}.$$

The factor is 2 where the ratio is insensitive to the contact. Elsewhere, fixing $G$ prevents the contact from rescaling with the film, and $k$ has to compensate.

## A worked case: aluminium on sapphire

Sapphire is a substrate for nitride devices, and aluminium is a usual transducer. The following values are rough typical ones. The film has $d=80$ nm, $C_f=2.4$ MJ/(m³ K) and conductivity $K_f=180$ W/(m K). The substrate has $k=35$ W/(m K) and $C_s=3.1$ MJ/(m³ K), and the contact has $G=100$ MW/(m² K). The modulation frequency is 10 MHz, the pulse rate 80 MHz, and the delays run from 0.1 to 3.6 ns. Then

$$c=2.4\times10^6\times80\times10^{-9}=0.192\ {\rm J/(m^2K)},$$

$$e=\sqrt{35\times3.1\times10^6}=10416\ {\rm J/(m^2K\,s^{1/2})}.$$

With $\tau=12.5$ ns and $\omega_0=2\pi\times10^7$ s$^{-1}$, the limiting law gives $R_0=7.60$. The uniform-film model gives 7.12 at the first delay. This closeness does not show that the limit has been reached: $a^2t=0.29$ and $\omega_0\tau=0.79$ are not very small, and the law was derived for perfect contact. With perfect contact the film would have lost about 40 percent of the latest pulse's heat at this delay, and the ratio would be only 5.15. With the finite contact the loss is about $Gt/c\approx5$ percent. The sensitivities at 0.1 ns are a more detailed comparison:

| Quantity | to $d$ | to $k$ | to $G$ |
|---|---:|---:|---:|
| $V_{\rm in}$ | −0.935 | −0.002 | −0.062 |
| $-V_{\rm out}$ | +0.151 | −0.469 | −0.213 |
| $R$ | −1.086 | +0.467 | +0.151 |

The limiting law would give $-1,0,0$ in the first row, $0,-\tfrac12,0$ in the second and $-1,\tfrac12,0$ in the third. The in-phase signal mainly weighs the film, and the out-of-phase signal mainly measures the effusivity, but the latter also feels the film and the contact.

At 3.6 ns the sensitivities of $R$ to $d$, $k$ and $G$ are $-0.090$, $+0.281$ and $-0.471$. The ratio has almost lost its dependence on thickness there. Yet a fit over all delays still gives the factor 2, because it must also determine $G$. The pairs $(S_k,S_G)$ at the two ends of the delay range are not proportional to each other, so small changes of $k$ and $G$ can be told apart.

With $G$ fixed, the error factor at 0.1 ns is $2+0.151/0.467=2.32$. The nonlinear solution for a 3 percent thickness error gives $+7.15\%$ in $k$. At 3.6 ns the factor is only $2-0.471/0.281\approx0.32$, or about 1 percent in $k$ to first order. These values assume that the fixed $G$ is correct.

## Film conduction and radial flow

A more complete model lets heat diffuse through the film and spread sideways. For a radial wave number $\kappa$, put

$$q_f^2=\kappa^2+\frac{i\omega C_f}{K_f},\quad
q_s^2=\kappa^2+\frac{i\omega C_s}{k},\quad
\gamma=K_fq_f,\quad \frac1Y=\frac1G+\frac1{kq_s}.$$

In the film, $T=A\cosh q_fz+B\sinh q_fz$. The surface flux fixes $B=-P/\gamma$. At $z=d$ the flux leaving the film equals $YT(d)$:

$$-\gamma A\sinh q_fd+P\cosh q_fd=Y\left(A\cosh q_fd-\frac P\gamma\sinh q_fd\right).$$

Collecting $A$ and dividing by $\cosh q_fd$ gives the surface response

$$Z=\frac AP=\frac{\gamma+Y\tanh q_fd}{\gamma\,(Y+\gamma\tanh q_fd)}.$$

Pump and probe are Gaussian with $1/e^2$ radius $w=10$ µm. Each profile has the transform $e^{-\kappa^2w^2/8}$, so $Z$ is averaged with the normalized weight $(w^2/2)\,\kappa\,e^{-\kappa^2w^2/4}d\kappa$.

Both effects break the scaling. The film's own resistance, of order $d/K_f$, grows with the assumed thickness, whereas the scaling would need it to fall. The substrate admittance $kq_s=\sqrt{k^2\kappa^2+i\omega kC_s}$ is no longer proportional to $\sqrt k$.

Fits of both $k$ and $G$ over the full delay range, each to data generated with the true thickness in the same model, give these errors in $k$:

| Model | $d$ 3% too large | $d$ 3% too small |
|---|---:|---:|
| Uniform film, 1D | +6.09% | −5.91% |
| Film conduction and radial flow | +5.90% | −5.75% |

In the fuller model the fitted conductivity is 37.1 or 33.0 W/(m K) in place of 35, an error of about 2 W/(m K) either way. The rule of 6 percent survives at this frequency and beam size. It weakens as radial flow grows: for a thickness 3 percent too large, the error in $k$ is about 5.3 percent at 1 MHz with the same beams, and about 3.5 percent at 1 MHz with 3 µm beams. For the cases in the table the largest misfit in $R$ is about 0.01 percent, so the wrong thickness remains practically invisible in the fit.

At large $\kappa$ the substrate admittance tends to $k\kappa$, which is linear in $k$, and a smaller change of $k$ then suffices to rescale it. That limit is far away here: with $\kappa^2=4/w^2$, a typical value for these beams, $k\kappa^2/(\omega_0C_s)$ is only about 0.007. How film conduction and radial flow share the reduction from 6.09 to 5.90 percent was not determined.

There is a related case. If the data contain enough radial information to fit $k$ and $C_s$ together, and the temperature is uniform across the film thickness, then $k\to\lambda k$ and $C_s\to\lambda C_s$ multiply $kq_s$ by $\lambda$ at every $\kappa$ and $\omega$. The film's lateral conductance $K_fd$ also scales with $\lambda$. With $G$ fitted too, a 3 percent thickness error then gives 3 percent in $k$.

Leaving these effects out of the analysis is a different error from using a wrong thickness. With the true thickness, neglect of film conduction biases $k$ by $+2.3\%$, and neglect of radial flow by $+4.7\%$ (for logarithmically spaced delays; even spacing gives $+4.6\%$). The second number may seem large, since the heat penetration depth $\sqrt{2k/(C_s\omega_0)}=599$ nm is far below the beam radius. The main reason is lateral conduction in the metal. The mean of $\kappa^2$ over the beam weight is $4/w^2$, so the film adds an admittance of about

$$\frac{4K_fd}{w^2}=5.8\times10^5\ {\rm W/(m^2K)}$$

to the substrate's $e\sqrt{\omega_0}=8.3\times10^7$ W/(m² K). If the film's heat capacity is neglected, $Z=1/G+1/(e\sqrt{i\omega_0})$, and a small real admittance $h$ added at the film changes $Z$ by $-hZ^2$. Relative to the original $-{\rm Im}\,Z=1/(e\sqrt{2\omega_0})$, the out-of-phase part falls by

$$\frac{2h}{G}+\frac{\sqrt2\,h}{e\sqrt{\omega_0}}\approx1.2\%+1.0\%\approx2\%.$$

The first term is there because the contact resistance keeps the film warmer than the substrate surface, so more heat spreads sideways in the metal. Dividing by $S_k=0.467$ gives roughly 5 percent in $k$ at the first delay with $G$ fixed. This simple estimate gives the sign and the approximate size of the bias, and it is somewhat high. With spreading allowed in the film alone, the fit over all delays is biased by $+4.1\%$; with spreading in the substrate alone, by $+0.5\%$. Both biases depend on the contact: for $G=250$ MW/(m² K), neglect of film conduction gives about $+5.6\%$ and neglect of radial flow about $+2.9\%$.

## What real samples add

The contact conductance varies strongly with surface preparation, which is a reason to fit it. Another assumption that can spoil the result at the level discussed here is that the metal is the whole transducer. A surface oxide of 3 nm with 3.0 MJ/(m³ K) adds 0.009 J/(m² K). If it is not counted, $\lambda=0.192/0.201$, and the square law gives a $k$ that is 8.8 percent too low. This exceeds the effect of the 3 percent thickness error. It applies when the oxide is absent from the assumed thickness altogether; a measurement that includes part of it leaves a smaller bias.

Steady heating and anisotropy of the substrate have smaller effects for these numbers. A mean absorbed power of 3 mW raises the temperature under the beams by $P_{\rm abs}/(2\sqrt\pi\,kw)=2.4$ K, if spreading in the film is ignored. With $k$ taken as roughly proportional to $1/T$ near 300 K, this lowers $k$ by 0.8 percent. A pulse of mean energy adds about 0.6 K. An in-plane conductivity 10 percent above the cross-plane one, if neglected, shifts the fitted $k$ by about 0.05 percent.

Fourier's law requires phonon paths short compared with the distance over which the temperature varies. For the modulated heating this is the penetration depth; soon after a pulse it is shorter, about $\sqrt{kt/C_s}=34$ nm at 0.1 ns. A single mean free path, estimated as $3k/(C_sv)$ with a rough sound speed $v=7000$ m/s, is 4.8 nm. This is far below 599 nm, but only about seven times below 34 nm. This average says nothing about the phonons with the longest paths, whose contribution is not bounded here. The model also omits electron–phonon nonequilibrium in the metal and the finite depth of optical absorption.

Under the stated conditions, keeping the thickness contribution to the error of $k$ below 2 percent requires the areal heat capacity to be known to about 1 percent. For this film that corresponds to 0.8 nm of aluminium. The computed values are collected in the numerical output below.

## Computed results

```
film thickness: 80 nm; error: 3 %
film heat capacity: 2.4 MJ/(m3 K)
film conductivity: 180 W/(m K)
substrate conductivity: 35 W/(m K)
substrate heat capacity: 3.1 MJ/(m3 K)
contact conductance: 100 MW/(m2 K)
modulation, pulse rate: 10, 80 MHz
pulse period: 12.5 ns
beam radius, pump and probe: 10 um
delay range: 0.1 to 3.6 ns
areal heat capacity: 0.1920 J/(m2 K)
effusivity: 10416 J/(m2 K s^0.5)
a^2 t at first delay: 0.294
w0 tau: 0.785
ratio, limiting law: 7.602
ratio, uniform film, first delay: 7.117
ratio, full model, first delay: 7.340
ratio, full model, last delay: 2.739
ratio/limiting law in its regime: 1.0087 0.9879 0.9987
frequency/pulse sum, largest difference: 0.024 %
k error, perfect contact fit: 6.04 %
d +3 %, uniform: k error +6.09 %, G error +3.00 %
  fitted k 37.13 W/(m K), largest misfit 1.2e-13 %
d +3 %, full: k error +5.90 %, G error +3.09 %
  fitted k 37.07 W/(m K), largest misfit 8.3e-03 %
d -3 %, uniform: k error -5.91 %, G error -3.00 %
  fitted k 32.93 W/(m K), largest misfit 1.1e-13 %
d -3 %, full: k error -5.75 %, G error -3.09 %
  fitted k 32.99 W/(m K), largest misfit 8.0e-03 %
log sensitivities to d, k, G (uniform film):
  Vin first delay: -0.935 -0.002 -0.062
  -Vout first delay: +0.151 -0.469 -0.213
  ratio first delay: -1.086 +0.467 +0.151
  ratio last delay: -0.090 +0.281 -0.471
fixed G, first delay: error factor 2.323
fixed G, first delay: k error +7.15 %
k bias, film conduction neglected: +2.34 %
k bias, radial flow neglected: +4.65 %
assumed in-plane/cross-plane k: 1.1
k bias, anisotropy neglected: +0.054 %
mean absorbed power: 3 mW
steady rise, pulse rise: 2.42, 0.62 K
k shift by steady rise at 300 K: -0.80 %
heat penetration depth: 599 nm
assumed sound speed: 7000 m/s
gray phonon mean free path: 4.8 nm
oxide: 3 nm, 3.0 MJ/(m3 K)
k bias, oxide uncounted: -8.8 %
```
